# Mean Residence Time and Diffusion Through Traps with a Common Saddle, part 1

(Sections cited here and not found follow in the second part.)

## The regular lattice

At 1200 K, in a model oxide network where one site in twenty is a deep trap, a dissolved oxidant spends 87 % of its time in traps. A trap holds it for 33.2 ns on average, an ordinary site for 0.264 ns. If the oxidant is observed at a random moment, the mean residence time of the site it occupies is 28.9 ns. Yet it diffuses as if every site held it for 1.91 ns, and the traps slow it by a factor of 7.24, not by a factor of about 110. The number 1.91 ns is the plain average of the residence time over sites, and the spatial arrangement of the traps does not enter it. This holds because the sites form a regular lattice and all passages between them have the same saddle level.

### Model and conventions

The oxidant moves on a hypercubic lattice in $d$ dimensions with spacing $a$. Each site has $z=2d$ neighbours. Site $i$ has energy $E_i$, and a trap is a site of low $E_i$. Every passage between neighbours has the same saddle energy $E_s$ and the same prefactor $\nu$. The rate from site $i$ to any one neighbour is therefore

$$w_i=\nu\,e^{-(E_s-E_i)/kT}. \tag{1}$$

It depends on the site that is left, and not on the direction taken or on the site that is reached. The hops are assumed to be memoryless, which requires the oxidant to equilibrate within a site before it leaves. The oxidants are so dilute that they do not block one another.

The total exit rate is $zw_i$, so the probability of still being on the site a time $t$ after arrival is $e^{-zw_it}$. The mean residence time is the integral of this survival probability:

$$\tau_i=\int_0^\infty e^{-zw_it}\,dt=\frac{1}{zw_i}. \tag{2}$$

The energies repeat with a periodic cell of $N$ sites, and inside the cell they are arbitrary. Positions are followed on the unfolded lattice, so a walker that crosses the cell boundary keeps its accumulated displacement. Two averages occur. The average over the sites of the cell, each counted once, is

$$\langle f\rangle=\frac1N\sum_{i=1}^N f_i ,$$

and $\mathbb E[\cdot]$ is the average over walks. With $\Delta\mathbf r(t)$ the displacement since time zero, the diffusivity is defined by

$$D=\lim_{t\to\infty}\frac{\mathbb E\big[|\Delta\mathbf r(t)|^2\big]}{2d\,t}. \tag{3}$$

The result to be derived is

$$D=\frac{a^2}{2d\,\langle\tau\rangle}. \tag{4}$$

### Occupation of the sites

Let $P_i(t)$ be the probability that the walker is on site $i$ of the cell, whichever periodic image it occupies. Probability arrives from the neighbours $j$ of $i$ and leaves to them:

$$\frac{dP_i}{dt}=\sum_{j\sim i}\left(w_jP_j-w_iP_i\right). \tag{5}$$

If $w_iP_i$ has the same value on all sites, every bracket vanishes. The stationary occupation is therefore proportional to $1/w_i=z\tau_i$, and normalization gives

$$\pi_i=\frac{\tau_i}{\sum_l\tau_l}=\frac{\tau_i}{N\langle\tau\rangle}. \tag{6}$$

By equations (1) and (2), $\tau_i\propto e^{-E_i/kT}$, so this is the Boltzmann distribution.

The approach to it has to be shown, because definition (3) concerns long times. Put $u_i=P_i/\pi_i$, and let $\kappa=w_i\pi_i$, which is the same for all sites. Then $w_iP_i=\kappa u_i$, and equation (5) becomes

$$\pi_i\frac{du_i}{dt}=\kappa\sum_{j\sim i}(u_j-u_i). \tag{7}$$

Multiply by $2u_i$ and sum over $i$. Each neighbouring pair appears twice in the double sum, once from each end. Averaging the two forms gives

$$\frac{d}{dt}\sum_i\pi_iu_i^2
=2\kappa\sum_i\sum_{j\sim i}u_i(u_j-u_i)
=-\kappa\sum_i\sum_{j\sim i}(u_i-u_j)^2, \tag{8}$$

because $u_i(u_j-u_i)+u_j(u_i-u_j)=-(u_i-u_j)^2$. The right-hand side is negative unless $u$ is equal on all neighbouring sites. The lattice is connected, so $u$ is then constant, and normalization makes the constant 1.

The linear operator in equation (7) is symmetric with respect to the inner product $\sum_i\pi_iu_iv_i$. It therefore has real decay rates $\lambda_k$. One of them is zero and belongs to constant $u$; by equation (8) the others are positive. In a finite cell every initial distribution thus relaxes exponentially to $\pi_i$.

### Growth of the displacement

In a short time $dt$ a walker on site $i$ makes the step $\mathbf e$ with probability $w_i\,dt$, where $\mathbf e$ runs over the $z$ lattice vectors of length $a$. The step changes $|\Delta\mathbf r|^2$ by

$$|\Delta\mathbf r+\mathbf e|^2-|\Delta\mathbf r|^2=2\Delta\mathbf r\cdot\mathbf e+a^2 .$$

Write $i(t)$ for the site occupied at time $t$. Averaging over walks gives

$$\frac{d}{dt}\mathbb E\big[|\Delta\mathbf r|^2\big]
=2\,\mathbb E\Big[\Delta\mathbf r\cdot w_{i(t)}\sum_{\mathbf e}\mathbf e\Big]
+a^2\,\mathbb E\big[z\,w_{i(t)}\big]. \tag{9}$$

The first term could carry a correlation, because the accumulated displacement and the present site are not independent. It vanishes because $\sum_{\mathbf e}\mathbf e=0$: the steps cancel in opposite pairs, and all of them have the same rate. The cancellation occurs at each site separately, so no information about how the walker came there can undo it. With $zw_i=1/\tau_i$, the remaining term is

$$\frac{d}{dt}\mathbb E\big[|\Delta\mathbf r|^2\big]=a^2\sum_i\frac{P_i(t)}{\tau_i}. \tag{10}$$

This holds at all times, for any initial distribution and in any dimension. At long times $P_i\to\pi_i$, and equation (6) gives

$$\sum_i\frac{\pi_i}{\tau_i}=\sum_i\frac{1}{\tau_i}\,\frac{\tau_i}{N\langle\tau\rangle}=\frac{1}{\langle\tau\rangle}. \tag{11}$$

The long-time slope is $a^2/\langle\tau\rangle$. Division by $2d$, as required by equation (3), yields equation (4).

The argument does not say that traps leave no memory. In one dimension a walker returns to the same trap many times, and the waiting times along its path are then correlated through these return visits. What is absent is a correlation between successive displacements. The mean square displacement depends on the mean number of hops, and a correlation among waiting times does not change the long-time mean.

The same reasoning applies to each Cartesian component. Two of the $z$ steps, $+a$ and $-a$, change $\Delta x$. The slope of $\mathbb E[\Delta x^2]$ is therefore $2a^2\sum_iw_iP_i$, which tends to $2a^2/(z\langle\tau\rangle)=a^2/(d\langle\tau\rangle)$. Half of this slope is $D_{xx}=a^2/(2d\langle\tau\rangle)$. For two different components, $\sum_{\mathbf e}e_xe_y=0$, because every step lies along one axis. The diffusion tensor is thus isotropic even when the traps are arranged anisotropically, for instance in rows.

### Two ways to read the result

Equation (4) can be written with the rate per passage. Since $\langle\tau\rangle=\langle1/w\rangle/(2d)$,

$$D=\frac{a^2}{\langle1/w\rangle}. \tag{12}$$

For given passage rates, $D$ is the same in one, two and three dimensions. For given residence times it falls as $1/d$, because the hops are shared among more directions. The numerical output shows the second form. With the ordinary residence time $\tau_0$ as the unit, the binary trap set has $\langle\tau\rangle=7.243\,\tau_0$. Equation (4) then gives $D=1/(2\times7.243)=0.0690\,a^2/\tau_0$ in one dimension and one third of that, $0.0230\,a^2/\tau_0$, in three.

The second reading explains why sites count equally although occupation is so uneven. In equilibrium, departures from site $i$ occur at the rate $\pi_i/\tau_i=1/(N\langle\tau\rangle)$, which is the same for every site. A deep trap is occupied for long periods, but it is visited no more often than an ordinary site. Each hop ends one visit, so the mean time per hop is the average over visits, and this equals the plain average over sites. A snapshot in time selects long visits in proportion to their length. It gives

$$\sum_i\pi_i\tau_i=\frac{\langle\tau^2\rangle}{\langle\tau\rangle}\ge\langle\tau\rangle, \tag{13}$$

where the inequality states that the variance $\langle\tau^2\rangle-\langle\tau\rangle^2$ is not negative. This is the origin of the 28.9 ns in the opening example.

### Equilibrium and uniform starts

If the oxidant starts with the equilibrium occupation, $P_i=\pi_i$ at all times, and equation (10) integrates to

$$\mathbb E\big[|\Delta\mathbf r(t)|^2\big]=\frac{a^2t}{\langle\tau\rangle}. \tag{14}$$

There is no transient. A simulation that starts in equilibrium has the long-time slope from the first hop onward, apart from sampling noise.

If the oxidant is instead placed on all sites with equal probability, $P_i(0)=1/N$, the initial slope is $a^2\langle1/\tau\rangle$. This start overpopulates the ordinary sites compared with equilibrium. To follow the relaxation, note from equation (6) that $u_i(0)=1/(N\pi_i)=\langle\tau\rangle/\tau_i$. Replacing $1/\tau_i$ by $u_i(0)/\langle\tau\rangle$ in equation (10) gives

$$\sum_i\frac{P_i(t)}{\tau_i}=\frac{1}{\langle\tau\rangle}\sum_i\pi_i\,u_i(0)\,u_i(t)
=\frac{1}{\langle\tau\rangle}\Big(1+\sum_{k\ge1}c_k^2e^{-\lambda_kt}\Big). \tag{15}$$

Here $u(0)$ has been expanded in the orthonormal modes of equation (7), with real coefficients $c_k$. The constant mode has coefficient $\sum_i\pi_iu_i(0)=1$. None of the other terms is negative, and those that are not zero decay, so with unequal residence times the slope falls steadily from $a^2\langle1/\tau\rangle$ to $a^2/\langle\tau\rangle$. Integration over time gives

$$\mathbb E\big[|\Delta\mathbf r(t)|^2\big]=\frac{a^2}{\langle\tau\rangle}\Big[t+\sum_{k\ge1}\frac{c_k^2}{\lambda_k}\big(1-e^{-\lambda_kt}\big)\Big]. \tag{16}$$

After the transient, a constant positive offset remains in any given cell. Its size depends on the cell: for randomly placed traps it grows in proportion to the cell length in one dimension and logarithmically in two, and only in three dimensions does it approach a limit, about $21\,a^2$ for the trap set used here. In the three-dimensional example cell the uniform start is ahead of the equilibrium start by $153.934-138.059=15.875\,a^2$ at $t=1000\,\tau_0$ and by $568.108-552.233=15.875\,a^2$ at $4000\,\tau_0$. The last two displacements are extracted at a small finite wavevector and both lie about $0.002\,a^2$ too low; equation (14) gives $552.235\,a^2$. The early slope is $0.950\,a^2/\tau_0$ and the late slope is $0.138\,a^2/\tau_0$, which is $1/7.243$.

The offset matters when $D$ is extracted from a simulation. Dividing the displacement by $2dt$ at $t=1000\,\tau_0$ overestimates $D$ by $15.875/138.059$, or 11 %, and this error decays only as $1/t$. The slope between two late times is free of the offset. Its remaining error decays exponentially once the walker has diffused across the cell. In a large cell with randomly placed traps it first decays only as a power of time, roughly as $t^{-d/2}$, which is slow in one and two dimensions.

### From a finite cell to a random medium

Equation (4) holds for every finite cell with the average taken over that cell. For independent random site energies, $\langle\tau\rangle$ tends to the mean of the distribution as $N$ grows, provided that this mean is finite. A small cell may still be a poor sample, because rare deep traps carry a large share of the average. The relative standard error of $\langle\tau\rangle$ is the standard deviation of $\tau$ divided by $\sqrt N$ times its mean, if the variance exists.

If the mean diverges, the cell average grows without limit and the cell value of $D$ tends to zero. An exponential distribution of trap depths $\varepsilon$ with mean $E_0$ shows where this happens:

$$\int_0^\infty\frac{e^{-\varepsilon/E_0}}{E_0}\,e^{\varepsilon/kT}\,d\varepsilon=\frac{1}{1-E_0/kT}\qquad(kT>E_0). \tag{17}$$

For $kT\le E_0$ the integral diverges. A value of $D$ computed in a finite cell then depends on the size of the cell. For $kT<E_0$ it also depends strongly on the few deepest traps that the cell happens to contain.

## Temperature, irregular networks and limits of the law

The symbols are those of the first half. Site $i$ has energy $E_i$, all passages have saddle energy $E_s$, and the rate through each exit is $w_i=\nu e^{-(E_s-E_i)/kT}$. On a hypercubic lattice with spacing $a$ and $z=2d$ neighbours, the residence time is $\tau_i=1/(zw_i)$ and the equilibrium occupation is $\pi_i=\tau_i/\sum_l\tau_l$. Angle brackets denote the plain average over the $N$ sites of a periodic cell, and $\mathbb E$ the average over walks. The displacement grows at the rate $a^2\sum_iP_i/\tau_i$, which leads to

$$D=\frac{a^2}{2d\langle\tau\rangle}=\frac{a^2}{\langle1/w\rangle}. \tag{18}$$

### The example at 1200 K

The model parameters are round numbers and do not describe a particular oxide. They are $a=0.5$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$ per passage, a barrier $B=1.0$ eV for leaving an ordinary site, and a fraction $c=0.05$ of traps that are deeper by $\Delta=0.5$ eV. The lattice is cubic, so $z=6$. Nanometres, nanoseconds and electronvolts are the natural units here.

At 1200 K, $kT=0.10341$ eV. The ordinary residence time is

$$\tau_0=\frac{e^{1.0/0.10341}}{6\times10^{13}\ \mathrm{s^{-1}}}=0.2640\ \mathrm{ns}.$$

A trap holds the oxidant longer by the factor $e^{0.5/0.10341}\approx126$, which gives 33.233 ns. The average over sites is

$$\langle\tau\rangle=0.95\times0.2640+0.05\times33.233=1.9125\ \mathrm{ns},$$

and the diffusivity follows as

$$D=\frac{(0.5\ \mathrm{nm})^2}{6\times1.9125\times10^{-9}\ \mathrm s}
=2.18\times10^{7}\ \mathrm{nm^2/s}=2.18\times10^{-11}\ \mathrm{m^2/s}.$$

The traps contribute $0.05\times33.233=1.662$ ns of the 1.9125 ns. Their share, 0.869, is also their equilibrium occupation.

Two other averages give very different values. The occupancy-weighted residence time is 28.9 ns; inserted in place of $\langle\tau\rangle$ it gives $1.44\times10^6\ \mathrm{nm^2/s}$, which is too small by a factor of 15. The average rate $\langle1/\tau\rangle$ in place of $1/\langle\tau\rangle$ gives $1.50\times10^8\ \mathrm{nm^2/s}$, too large by a factor of 6.9. The second value is the initial slope of a uniform start divided by $2d=6$, before the traps have filled to their equilibrium share.

On a regular lattice with a common saddle level, the plain site average of the residence time fixes the diffusivity, however the traps are arranged; in the example at 1200 K this gives $2.18\times10^7\ \mathrm{nm^2/s}$. What remains is the apparent activation energy, steady permeation, irregular networks and unequal saddles, together with an independent numerical check and the conditions for using the law.
